# Bound charge at an insulating interface from bulk polarisations

Q: Two insulating layers of a gate stack meet at a plane. You want to speak of the bound charge at that plane. I would count the charge between one plane in the first crystal and another in the second, but my answer changes when I move the planes by a fraction of a cell. What is being counted?

A: The count must be averaged over the positions of the cuts. Let the normal $z$ point from crystal 1 to crystal 2, with periods $c_1$ and $c_2$ along it. Let $A_s$ be the area of the smallest in-plane cell shared by both crystals and the interface, and $\rho(z)$ the charge per length in a column of that area. I use Hartree atomic units, so an electron has charge $-1$. Put the left cut $z_1$ anywhere in one period $[a,a+c_1]$ deep in crystal 1, and the right cut $z_2$ in one period $[b-c_2,b]$ deep in crystal 2. Then

$$\sigma A_s=\frac1{c_1c_2}\int_a^{a+c_1}\!dz_1\int_{b-c_2}^{b}\!dz_2\int_{z_1}^{z_2}\!\rho\,dz=\int\rho(z)\,w(z)\,dz .$$

The weight $w(z)$ is the fraction of cut pairs that enclose $z$. It rises linearly from 0 to 1 over $c_1$, stays at 1 across the interface, and falls linearly to 0 over $c_2$.

Q: And does this depend on $a$?

A: On the rising ramp $w=(z-a)/c_1$, so $\partial w/\partial a=-1/c_1$ there and zero elsewhere. Hence

$$\frac{\partial(\sigma A_s)}{\partial a}=-\frac1{c_1}\int_a^{a+c_1}\rho\,dz=0,$$

because a bulk period is neutral. The same holds for $b$.

Here is a case with numbers, from a lattice model described below. In crystal 1 the charge sits on planes A and B, with B 3 bohr above A and the next A 4 bohr above B. With the right cut still averaged, a left cut between A and B gives 1.4948 e; a cut between B and the next A gives 3.2610 e. The average over one period is

$$\frac{3(1.4948)+4(3.2610)}{7}=2.504\ \text{e}.$$

Neither sharp cut gives the macroscopic charge.

Q: A charged plane produces electric fields, and then neither crystal is periodic. Have you not spoiled your own definition?

A: I assume that external charge cancels the long-range field, and I do not count that charge in $\sigma$. The electrons obey a mean-field Hamiltonian that becomes periodic deep on each side. By Gauss's law, without compensation the fields would differ by $E_2-E_1=4\pi\sigma$ before the crystals screen them, so the assumption matters; I shall put a number to it later.

I also assume that one Fermi level lies in both bulk gaps and in a gap of the interface spectrum. And both layers must be crystals that share a finite in-plane cell, as in an epitaxial stack. An amorphous or polycrystalline gate oxide has no such $A_s$, and the argument below does not cover it.

Q: Now the bulk side. The density of a periodic crystal does not tell me where one cell's dipole ends and the next begins. How can its polarisation predict anything?

A: The density alone is not enough; the occupied Bloch states supply the rest. Fix the in-plane wavevector $\mathbf k$ and take first one band, $\psi_k=e^{ikz}u_k$, where $k$ is the wavevector along $z$ and $u_k$ is periodic and normalised in one cell. For simplicity the stacking vector is along the normal. Choose the phases so that $\psi_k$ is smooth and periodic in $k$, and define the hybrid Wannier function

$$W=\frac{c}{2\pi}\int_0^{2\pi/c}dk\,e^{ikz}u_k .$$

It is localised along $z$ and Bloch-like in the plane. Since $z\,e^{ikz}=-i\partial_k e^{ikz}$, integration by parts gives

$$zW=\frac{c}{2\pi}\int_0^{2\pi/c}dk\,e^{ikz}\,i\partial_k u_k .$$

The boundary term vanishes because $\psi_k$ is periodic in $k$. Now project on $W$. Both $u_{k'}$ and $i\partial_ku_k$ are cell-periodic, so their overlap over all $z$ contains $(2\pi/c)\,\delta(k-k')$. One factor $c/2\pi$ cancels:

$$\bar z=\langle W|z|W\rangle=\frac{c}{2\pi}\int_0^{2\pi/c}dk\,\langle u_k|i\partial_ku_k\rangle=\frac{c\,\phi}{2\pi},$$

where $\phi$ is the Berry phase.

Q: Phases are arbitrary. Can I not change $\bar z$?

A: By whole periods. A periodic change of phase is $u_k\to e^{-i\theta(k)}u_k$, with $\theta$ growing by $2\pi j$ across the zone for some integer $j$. It adds $\partial_k\theta$ to the integrand and therefore $(c/2\pi)(2\pi j)=jc$ to $\bar z$. You have then chosen the Wannier function of another cell as the home one.

For several occupied bands, carry the set across the zone by parallel transport and spread the final unitary mismatch smoothly over $k$. This gives a smooth periodic set, and the sum of its centres is again fixed up to whole periods. Let $\langle\bar z_n\rangle$ be the average over $\mathbf k$. With ions $Z_j$ at $z_j$ and bulk in-plane area $A$,

$$P=\frac{p}{Ac},\qquad p=\sum_jZ_jz_j-\sum_n\langle\bar z_n\rangle .$$

Moving one electron's home by $c$ changes $P$ by $-1/A$. For the average to make sense the centres must return to themselves when $\mathbf k$ crosses its zone, so I assume zero Chern numbers for the occupied bands.

Q: These functions belong to infinite crystals. The joined system has its own eigenstates, spread over both sides. Why should your Wannier functions have any place in it?

A: Because the occupied space is local when there is a gap. Let $\Pi$ project on the occupied states of the joined system and $\Pi_1$ on those of bulk crystal 1. With $G(E)=(E-H)^{-1}$ and a contour around the occupied levels that crosses the real axis at the Fermi level,

$$\Pi-\Pi_1=\oint\frac{dE}{2\pi i}\,(G-G_1)=\oint\frac{dE}{2\pi i}\,G\,V\,G_1,\qquad V=H-H_1 .$$

The second form follows from $G^{-1}=G_1^{-1}-V$: multiply by $G$ on the left and $G_1$ on the right. $V$ acts at and beyond the interface. For short-ranged Hamiltonians, $G_1$ decays exponentially with distance at energies away from the spectrum. Put a bulk function $W$ at depth $d$. As $\Pi_1W=W$,

$$(1-\Pi)W=(\Pi_1-\Pi)W ,$$

which is therefore exponentially small in $d$. In a lattice model, orbitals missing from one of the two systems can be added to it, uncoupled, at energies far above the Fermi level, so that both act on the same space.

Q: Is the decay visible in practice?

A: In the model, at one in-plane wavevector, I cut the bulk function off at the edge of crystal 1 and measure what is left. Its unoccupied part has norm $2.4\times10^{-3}$ in the second cell from the interface, $1.6\times10^{-6}$ in the fifth and $1.9\times10^{-9}$ in the eighth, relative to a function of norm one. That is roughly a factor of ten per cell. The tail that was cut off also belongs to $(1-\Pi)W$ and is not included in these numbers; it is of the same order and decays at the same rate. The rate is slower at wavevectors where the bulk gap is smaller.

Q: Small is not zero. You need an integer at the end, and small errors do not make integers.

A: The integer comes from a rank. Take the bulk functions deeper than some $d_0$ on both sides, project them with $\Pi$ and orthonormalise them. Their corrections form a convergent sum that vanishes as $d_0\to\infty$. The new functions $\tilde W$ lie in the occupied space, so

$$R=\Pi-\sum_{\text{deep}}|\tilde W\rangle\langle\tilde W|$$

is itself a projector. Far inside each crystal $\Pi$ approaches the bulk projector, which is the sum over all bulk Wannier functions, so $R$ decays there. Its trace is finite, and a projector with finite trace has an integer trace $N_R$.

This holds at each $\mathbf k$. With a gap everywhere at the Fermi level, $\Pi$ varies continuously with $\mathbf k$, and zero Chern numbers let the deep functions be chosen continuously too. A continuous integer is constant, so the average over $\mathbf k$ is the same integer.

As a check, five bulk functions, left as they are without projection, were subtracted from $\Pi$ in the model. The eigenvalues of the result lie within $2\times10^{-7}$ of 0 or 1.

Q: Fine, the middle holds a whole number of electrons. But your ramps sit in the bulk, where each cell has a dipole, a quadrupole and worse. Which of these enter?

A: The dipole alone. Group each deep Wannier set with the ions of its cell into a neutral unit with charge density $\rho_c(z)$. Crystal 1 is a train of such units, shifted by $lc_1$ with $l\le L$, and the last ones lie where $w=1$. Its contribution is

$$\sum_{l\le L}\int\rho_c(z-lc_1)\,w(z)\,dz=\int\rho_c(z)\,S(z)\,dz,\qquad S(z)=\sum_{l\le L}w(z+lc_1).$$

The slope $w'$ equals $1/c_1$ on an interval of length $c_1$ and zero on either side. Its shifted copies tile the line without gaps or overlaps, so $S'(z)=1/c_1$ and $S(z)=z/c_1+\text{const}$. The constant multiplies the total charge of the unit, which is zero. What is left is

$$\int\rho_c(z)\,\frac{z}{c_1}\,dz=\frac{p_1}{c_1}=AP_1 .$$

Tails of the units that reach past the end of the train are exponentially small and vanish as the ramp is moved deeper. I have used $W$ here in place of $\tilde W$. Both have norm one, so where $w=1$ they carry the same charge, and on the ramp their difference is exponentially small too. The falling ramp has slope $-1/c_2$, so crystal 2 gives $-p_2/c_2$.

If the interface cell contains $\nu_1$ primitive cells of crystal 1, there are $\nu_1$ such trains, and together they give $\nu_1AP_1=A_sP_1$. Crystal 2 gives $-A_sP_2$ in the same way.

Q: So what is the answer?

A: Add the three parts. Near the interface $w=1$, and the leftover ions $Z_R$ and electrons $N_R$ contribute $m=Z_R-N_R$, an integer because I take integer ionic charges. Therefore

$$\sigma A_s=A_sP_1-A_sP_2+m ,$$

or, with the elementary charge and the normal restored,

$$\boxed{\;\sigma=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n+\frac{m\,e}{A_s},\qquad m\in\mathbb Z\;}$$

The signs are as they should be. A polarisation pointing towards the interface from the left pushes positive charge onto it; one pointing away on the right leaves negative charge behind.

Q: You allowed me to move $P$ by $1/A$. Does that not make the formula empty?

A: It relabels $m$. If $P_2$ rises by $1/A$, then $A_sP_2$ rises by $A_s/A$, which is an integer, and $m$ rises by the same amount. The measurable $\sigma$ is unchanged. For a 2×1 interface cell this integer is 2, while $m$ itself can change by 1. The charge quantum of the interface can therefore be finer than that of the bulk polarisation.

Spin matters here. I have counted electrons one by one. If all electrons are paired, $N_R$ is even, and a change in the number of electrons shifts $m$ by two.

Q: Try it on cases where I know the answer.

A: Cut a perfect crystal by an imaginary plane. Then $P_1=P_2$ on the same branch and nothing is left over, so $m=0$ and $\sigma=0$. Replace crystal 2 by vacuum. There is no second train, and $\sigma=P_1+m/A_s$ is the charge of a free insulating surface.

A less obvious case is two crystals that each have a centre of inversion. Inversion turns $P$ into $-P$, which must describe the same crystal, so $2P=j/A$ with integer $j$. Thus $P$ is equivalent either to 0 or to $1/(2A)$. Join one of each kind with $A_s=A$. Then $\sigma=(m\pm\tfrac12)/A$, which cannot vanish. An insulating interface without bound charge needs an even multiple of the cell, for instance $A_s=2A$, where the half quantum can be removed by one charge per two cells.

Q: I would like to see a case without symmetry to help you.

A: Take spinless electrons, one per bulk cell, with an ion of charge $+1$ on site A at height 0 and none on site B at height $\tau$. In-plane cells are squares of side 7 bohr, so $A=49$ bohr². With in-plane phases $k_x,k_y$ and $q$ the phase across one period along $z$, the bulk Hamiltonian is

$$H=\begin{pmatrix}h&f\\f^*&-h\end{pmatrix},\qquad \begin{aligned}h&=\delta+2s(\cos k_x+\cos k_y),\\ f&=t_1+2u\cos k_x+t_2e^{-iq}.\end{aligned}$$

Both crystals have $s=0.01$ and $u=0.005$ hartree. The others are:

- crystal 1: $c=7$, $\tau=3$ bohr; $\delta=0.15$, $t_1=0.12$, $t_2=0.05$ hartree;
- crystal 2: $c=8$, $\tau=5$ bohr; $\delta=0.18$, $t_1=0.05$, $t_2=0.11$ hartree.

The mean Wannier centres are 2.7433 and 5.1514 bohr.

Q: Why is one below its B site and the other above?

A: To leading order in hopping, the electron on B acquires an amplitude $-t/2\delta$ on each neighbouring A, if $s$ and $u$ are neglected. In crystal 1 the A sites lie 3 bohr below and 4 bohr above, so the shift is

$$-3\left(\frac{0.12}{0.30}\right)^2+4\left(\frac{0.05}{0.30}\right)^2=-0.37\ \text{bohr}.$$

In crystal 2 they lie 5 bohr below and 3 bohr above, and the same estimate gives $+0.18$ bohr. The computed shifts are $-0.26$ and $+0.15$ bohr. The signs agree, and the leading order overestimates the sizes.

The ion at height 0 adds nothing to $p$, so

$$P_1=-\frac{2.7433}{49\times7}=-0.007998,\qquad P_2=-\frac{5.1514}{49\times8}=-0.013141\ \text{e/bohr}^2 .$$

With the 2×1 cell, $A_s=98$ bohr² and $A_s(P_1-P_2)=0.5041$ e. That this is close to one half is an accident of the parameters; no symmetry requires it.

Q: And the interface itself?

A: Between the crystals lies one layer with one orbital and one $+1$ ion per primitive cell. I diagonalise a slab with 16 cells on each side and apply the window $w$ to its charge, without using the polarisations.

- Both layer orbitals filled (energies $-0.4$ hartree): 0.5041 e per 2×1 cell.
- One filled, one empty: 1.5041 e.
- Both empty ($+0.4$ hartree): 2.5041 e.

Subtracting 0.5041 e leaves $m=0,1,2$, and the tests require this to within $10^{-6}$ e. These are also the values expected from counting two ions less the layer's electrons. The corresponding $\sigma$ are 0.294, 0.878 and 1.462 C/m². The step is $e/A_s=0.584$ C/m², half the primitive quantum of 1.168 C/m². The bulk crystals are the same in all three cases, so they cannot tell you which $m$ occurs.

Q: You promised a number for the field.

A: For the smallest of these charges, $\sigma=0.00514$ e/bohr², the uncompensated jump would be $4\pi\sigma=0.065$ hartree/(e bohr). At least one side would carry half of it or more. Over one 7 bohr period that is a drop of 0.23 hartree, comparable with the site splitting $2\delta=0.30$ hartree. As a field it is about 170 MV/cm, far beyond dielectric breakdown. This estimate is unscreened, and the model itself contains no Coulomb field, but the size shows why compensation has to be stated as an assumption.

Nor can another $m$ cure it on this cell: the values nearest zero are $0.504$ and $0.504-1=-0.496$ e. On a cell of four primitive areas the bulk term doubles to 1.008 e, and $m=-1$ would leave 0.008 e per 196 bohr², about 0.002 C/m². That is still about $1.5\times10^{12}$ charges per cm², which is not negligible in a gate stack. The theorem permits that interface, though in the model it needs an ion removed, since filling the layer stops at $m=0$; whether it is stable is a question of energy.

Q: If the bulk fixes the charge up to $m$, does the structure of the interface no longer matter for the band alignment?

A: It matters through the dipole. Change the interface at fixed $m$, and let $\Delta\rho$ be the change in $\rho$. Its total is zero. Poisson's equation for the planar average is $\Delta V''=-4\pi\Delta\rho/A_s$, and $\Delta V'$ vanishes on both sides. Integrating by parts,

$$\Delta V(\infty)-\Delta V(-\infty)=\int\Delta V'\,dz=-\int z\,\Delta V''\,dz=\frac{4\pi}{A_s}\int z\,\Delta\rho\,dz=\frac{4\pi\,\Delta p}{A_s}.$$

In the model I take the empty layer, raise it by 0.3 bohr, lower its orbital energies from 0.4 to 0.3 hartree and strengthen its coupling to both crystals from 0.05 to 0.08 hartree. The charge stays at 2.5041 e. The dipole changes by $\Delta p=0.393$ e bohr, and

$$\frac{4\pi(0.393)}{98}=0.0504\ \text{hartree/e}=1.37\ \text{V}.$$

The two ions account for $2\times0.3=0.60$ e bohr; the electrons contribute the remaining $-0.21$ e bohr. The potential energy of an electron in crystal 2 falls by 1.37 eV relative to crystal 1. The model has no Coulomb self-consistency, so this is a bare step, before any screening.

Q: Where does the theorem break?

A: At the gap assumption, for one. Put the layer orbitals at 0.02 hartree, so that their band crosses the Fermi level at zero. At each $\mathbf k$ the remainder still has integer rank, but the integer jumps where the band crosses. The average need not be an integer. On a 16×16 mesh the slab gives $m=1.367$, so the layer band holds $2-1.367=0.633$ electrons per 2×1 cell. This filling is a count of mesh points: 81 of the 256 are filled, which gives $2\times81/256=0.633$ for the two primitive cells. I have not converged it with the mesh. The extra charge is free charge in an interface metal, and its amount can vary continuously.

The derivation also fails if a bulk gap closes, if the Chern numbers do not vanish, or if a remaining macroscopic field destroys the periodicity deep in a crystal. The complete set of values is in the numerical output.

## Calculated quantities

```
crystal 1: c, tau = 7.0, 3.0 bohr
  delta, s = 0.15, 0.01 hartree
  t1, u, t2 = 0.12, 0.005, 0.05 hartree
crystal 2: c, tau = 8.0, 5.0 bohr
  delta, s = 0.18, 0.01 hartree
  t1, u, t2 = 0.05, 0.005, 0.11 hartree
primitive area A = 49.0 bohr^2; 2x1 area A_s = 98.0 bohr^2
cells per side = 16; first A of crystal 2 at 4.0 bohr
layer in-plane hopping = 0.02 hartree
mean Wannier centre 1 = 2.743300 bohr
mean Wannier centre 2 = 5.151447 bohr
largest Berry-Wannier difference = 1.1e-06 bohr
P1 = -0.00799796 e/bohr^2
P2 = -0.01314145 e/bohr^2
P1-P2 = 0.00514349 e/bohr^2 = 0.29428 C/m^2
A_s(P1-P2) = 0.5040618 e
quantum e/A = 0.02040816 e/bohr^2 = 1.16765 C/m^2
quantum e/A_s = 0.01020408 e/bohr^2 = 0.58382 C/m^2
unoccupied norm of Wannier function, cell -2: 2.42e-03
unoccupied norm of Wannier function, cell -5: 1.59e-06
unoccupied norm of Wannier function, cell -8: 1.93e-09
remainder eigenvalues: largest distance from 0 or 1 = 1.7e-07
sharp cuts, empty layer: 1.49480 and 3.26100 e per 2x1 cell
empty: layer energies (0.4, 0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 2.5040618 e per 2x1 cell
  sigma = 0.02555165 e/bohr^2 = 1.46193 C/m^2
  m from slab = 2.0000000
filled: layer energies (-0.4, -0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 0.5040618 e per 2x1 cell
  sigma = 0.00514349 e/bohr^2 = 0.29428 C/m^2
  m from slab = -0.0000000
alternating: layer energies (0.4, -0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 1.5040618 e per 2x1 cell
  sigma = 0.01534757 e/bohr^2 = 0.87811 C/m^2
  m from slab = 1.0000000
modified empty: layer energies (0.3, 0.3) hartree
  coupling 0.08 hartree, height 0.3 bohr
  smallest |E| = 0.0949 hartree; charge = 2.5040618 e per 2x1 cell
  sigma = 0.02555165 e/bohr^2 = 1.46193 C/m^2
  m from slab = 2.0000000
dipole change, modified - empty = 0.39273 e bohr per 2x1 cell
bare potential step change = 0.05036 hartree/e = 1.3703 V
metallic layer (energy 0.02 hartree, 16x16 mesh): m = 1.3672
```
